\section*{Brick-layer impedance and grain-boundary conductivity from arc capacitances}

\section{The measurement and the missing length}

An ion-conducting ceramic between two electrodes often shows two arcs when its impedance is plotted in the complex plane. The faster arc comes from the grain interiors and the slower one from the resistive boundaries between them. The diameter of the slow arc gives the total boundary resistance, but a conductivity also requires the length of boundary that the current crosses. That length is a few nanometres per grain and is not known from the dimensions of the sample. The capacitance of the same arc depends on the same length, so the two can be combined to remove it, provided that the permittivities of boundary and grain are in a known ratio.

The sample has length $L$ and electrode area $A$. It is a large array of equal cubic cells of period $d$, aligned with the applied field. Each cell holds a cubic grain of edge $d-\delta$, separated from its neighbours by a continuous boundary of thickness $\delta$. The thickness fraction is
\begin{equation}
x=\frac{\delta}{d}\ll1 .
\end{equation}
Fields vary as $e^{i\omega t}$. Conduction and displacement currents add, so each material has the local response
\begin{equation}
\psi_g=\sigma_g+i\omega\varepsilon_g,\qquad
\psi_b=\sigma_b+i\omega\varepsilon_b ,
\end{equation}
where $g$ denotes grain and $b$ boundary, $\sigma$ is conductivity and $\varepsilon$ is absolute permittivity. The response is linear and, for now, uniform within each material. Electrode impedance is left out until the discussion of errors in the last section.

\section{From the cubic array to two arcs}

The total current density is $-\psi\nabla V$, and its conservation gives
\begin{equation}
\nabla\cdot(\psi\nabla V)=0 .
\end{equation}
By symmetry, the planes normal to the field through the middle of the grains and through the middle of the boundaries are equipotentials. No current crosses the mirror planes parallel to the field. One cell therefore determines an effective response $\psi$. A cell has impedance $d/(d^2\psi)=1/(d\psi)$. There are $L/d$ cells in series and $A/d^2$ columns in parallel, hence
\begin{equation}
Z=\frac{L}{d}\,\frac{d^2}{A}\,\frac{1}{d\psi}=\frac{L}{A\psi}.
\end{equation}

\subsection{Bounds at zero frequency}

Suppose first that current cannot move sideways. A fraction
\begin{equation}
f=(1-x)^2
\end{equation}
of the cross-section then meets grain over a length fraction $1-x$ and boundary over $x$. The remaining fraction $1-f$ runs entirely along side boundaries. Adding resistances along each column and conductances across columns gives
\begin{equation}
\psi_{\rm col}=\frac{f}{(1-x)/\psi_g+x/\psi_b}+(1-f)\psi_b .
\label{eq:col}
\end{equation}
At $\omega=0$ this is a lower bound on the conductivity, because insulating sheets inserted along the columns can only raise the resistance.

Suppose instead that every plane normal to the field is an equipotential. Grain and side boundary then conduct in parallel within one layer, which is in series with the transverse boundary:
\begin{equation}
\sigma_{\rm lay}=\left[\frac{1-x}{f\sigma_g+(1-f)\sigma_b}+\frac{x}{\sigma_b}\right]^{-1}.
\end{equation}
This is an upper bound, because perfectly conducting sheets can only lower the resistance.

\subsection{The thin, resistive boundary}

Now let $\sigma_b\ll\sigma_g$, with permittivities of similar size. The side walls contribute $(1-f)\psi_b\simeq2x\psi_b$. Relative to the series path, whose response is about $(1/\psi_g+x/\psi_b)^{-1}$, their share is
\begin{equation}
2x\psi_b\left(\frac1{\psi_g}+\frac{x}{\psi_b}\right)
=2x\frac{\psi_b}{\psi_g}+2x^2 .
\label{eq:side}
\end{equation}
At zero frequency the first term is $2x\sigma_b/\sigma_g$, which is very small. At high frequency it tends to $2x\varepsilon_b/\varepsilon_g$, which is still of order $x$. The replacements $f\to1$ and $1-x\to1$ also cost relative errors of order $x$. The term $x/\psi_b$ must be kept, because the smallness of $x$ can be offset by the smallness of $\sigma_b$. To leading order,
\begin{equation}
\boxed{Z=\frac LA\left[\frac1{\sigma_g+i\omega\varepsilon_g}
+\frac{x}{\sigma_b+i\omega\varepsilon_b}\right].}
\label{eq:brick}
\end{equation}

A resistor $R$ in parallel with a capacitor $C$ has admittance $1/R+i\omega C$, so its impedance is
\begin{equation}
Z_{RC}=\frac{R}{1+i\omega RC},\qquad
Z_{RC}-\frac R2=\frac R2\,\frac{1-i\omega RC}{1+i\omega RC}.
\end{equation}
The last fraction has modulus one. The curve is therefore a semicircle of diameter $R$, with its apex at $\omega RC=1$. Matching the admittance of each term of \eqref{eq:brick} gives
\begin{align}
R_g&=\frac{L}{A\sigma_g}, & C_g&=\frac{A\varepsilon_g}{L},\label{eq:grain}\\
R_b&=\frac{xL}{A\sigma_b}, & C_b&=\frac{A\varepsilon_b}{xL}.\label{eq:boundary}
\end{align}
The boundary arc is the one with the much larger capacitance. The two relaxation times are in the ratio
\begin{equation}
\frac{R_bC_b}{R_gC_g}=\frac{\varepsilon_b\sigma_g}{\varepsilon_g\sigma_b},
\end{equation}
which must be large if the arcs are to be clearly separated.

\subsection{When the boundaries conduct better}

If $\sigma_b\gg\sigma_g$, current also runs along the side walls, and the series law fails once $2x\sigma_b$ is no longer small beside $\sigma_g$. At zero frequency, equation \eqref{eq:col} then gives approximately
\begin{equation}
\sigma\simeq\sigma_g+2x\sigma_b .
\end{equation}
For $x=0.005$ and $\sigma_b/\sigma_g=100$ this is $2\sigma_g$, while the series law gives nearly $\sigma_g$. A three-dimensional numerical solution of the cell gives 1.994 times the series value. The extraction below is therefore restricted to resistive boundaries.

\section{Eliminating the thickness}

Dividing the capacitances in \eqref{eq:grain} and \eqref{eq:boundary} gives
\begin{equation}
\frac{C_g}{C_b}=x\frac{\varepsilon_g}{\varepsilon_b}
\quad\Longrightarrow\quad
x=\frac{\varepsilon_b}{\varepsilon_g}\frac{C_g}{C_b}.
\end{equation}
The boundary resistance gives $\sigma_b=xL/(AR_b)$. Substituting for $x$,
\begin{equation}
\boxed{\sigma_b=\frac{\varepsilon_b}{\varepsilon_g}\,
\frac LA\,\frac{C_g}{R_bC_b}.}
\label{eq:extract}
\end{equation}
Neither $\delta$ nor $d$ appears. The permittivity ratio does appear, and the two arcs alone cannot determine it. If the permittivities are assumed equal, $\varepsilon_b=\varepsilon_g=\varepsilon$,
\begin{equation}
\sigma_b=\frac LA\frac{C_g}{R_bC_b},\qquad
\frac{\sigma_b}{\sigma_g}=\frac{R_gC_g}{R_bC_b},\qquad
\delta=d\,\frac{C_g}{C_b}.
\label{eq:equal}
\end{equation}
The thickness itself still requires the grain period.

\subsection{A correction for finite thickness}

At high frequency $\psi\to i\omega\varepsilon$ everywhere when the permittivities are equal. The sample is then a uniform capacitor, whatever the boundary thickness:
\begin{equation}
C_\infty=\frac{\varepsilon A}{L}.
\end{equation}
In the circuit, the two capacitors are in series at high frequency, so
\begin{equation}
C_\infty=\frac{C_gC_b}{C_g+C_b}.
\label{eq:cinf}
\end{equation}

The slow relaxation time is also independent of thickness. Continue the response to $i\omega=-\sigma_b/\varepsilon_b$, where $\psi_b=0$. Every grain is enclosed by boundary, so no total current can pass, although a voltage is applied. The admittance vanishes and $Z$ has a pole. An $RC$ element has its pole at $i\omega=-1/(RC)$, and therefore
\begin{equation}
R_bC_b=\frac{\varepsilon_b}{\sigma_b}.
\label{eq:pole}
\end{equation}
This argument uses uniform boundary properties and complete enclosure, but not a small thickness. If grains touch through gaps in the boundary, current still passes at $\psi_b=0$ and the argument fails.

For equal permittivities, \eqref{eq:pole} and $\varepsilon=LC_\infty/A$ give
\begin{equation}
\sigma_b=\frac{L}{A}\frac{C_\infty}{R_bC_b}
=\frac LA\frac{C_g}{R_b(C_g+C_b)} .
\label{eq:improved}
\end{equation}
The simple formula exceeds this one by the factor $1+C_g/C_b\simeq1+x$. The remaining approximation is the description of the whole cell by two $RC$ elements.

If $\varepsilon_b$ is known independently, \eqref{eq:pole} gives $\sigma_b=\varepsilon_b/(R_bC_b)$ directly. It then needs neither the sample dimensions nor the grain capacitance, which is the quantity most exposed to stray capacitance.

\section{Worked example}

The chosen parameters are $L=1.0$ mm, $A=1.0\ {\rm cm^2}$, $d=1000$ nm and $\delta=5.0$ nm, so $x=0.005$. The conductivities are $\sigma_g=10^{-5}$ and $\sigma_b=10^{-8}$ S/cm, and both relative permittivities are 30. The field equation was solved numerically in the cubic cell from 10 Hz to 10 MHz. Two $RC$ elements were then fitted to the spectrum without using the input conductivities.

At zero frequency the computed conductivity is $1.661\times10^{-6}$ S/cm, between the bounds $1.652\times10^{-6}$ and $1.665\times10^{-6}$ S/cm. Over the whole frequency range, \eqref{eq:brick} differs from the computed impedance by at most 0.50\% of its modulus. The fitted elements are
\begin{align}
R_g&=10.05\ {\rm k\Omega}, & C_g&=26.70\ {\rm pF},\\
R_b&=50.17\ {\rm k\Omega}, & C_b&=5295\ {\rm pF}.
\end{align}
The apex frequencies are 593 kHz and 599 Hz, so the arcs are well separated. With $L/A=0.1\ {\rm cm^{-1}}$, the simple formula gives
\begin{equation}
\sigma_b=0.1\times\frac{26.70}{5295}\times\frac1{5.017\times10^4}
=1.005\times10^{-8}\ {\rm S/cm}.
\end{equation}
This is 0.5\% above the input, as the factor $1+x$ predicts. Formula \eqref{eq:improved} gives $1.000\times10^{-8}$ S/cm. The thickness estimate is
\begin{equation}
\delta=1000\times\frac{26.70}{5295}=5.04\ {\rm nm}.
\end{equation}

If the full sample length is used in place of the boundary length, the result is $L/(AR_b)=1.99\times10^{-6}$ S/cm, about 200 times the specific boundary conductivity. The factor is $1/x$. Such an apparent value changes with grain size even when the boundary material does not.

A second spectrum was computed with $\delta=20$ nm and all other inputs unchanged. The simple formula gives $1.021\times10^{-8}$ S/cm and the improved one $1.000\times10^{-8}$ S/cm. The fourfold change of thickness shifts the simple estimate by only 1.6\%, and leaves the improved one unchanged to the digits shown.

\section{What the arc measures at a depletion barrier}

A boundary need not be a uniform foreign layer. In an acceptor-doped oxide, positive charge at the boundary core can repel oxygen vacancies of charge $+2e$ and leave immobile acceptors behind. The local conductivity then varies strongly with position, and the meaning of the extracted $\sigma_b$ has to be found.

Take dilute vacancies of bulk density $c$ and position-independent mobility, in a mean-field description. Let $\phi$ be $2e/(kT)$ times the electrostatic potential relative to the grain interior. The vacancy density is $ce^{-\phi}$. With position $s$ measured from the core in units of the Debye length
\begin{equation}
\lambda_D=\sqrt{\frac{\varepsilon kT}{4e^2c}},
\end{equation}
Poisson's equation is $\phi''=1-e^{-\phi}$. Multiplying by $\phi'$ and integrating, with $\phi$ and $\phi'$ vanishing in the grain, gives
\begin{equation}
\frac{\phi'^2}{2}=\phi+e^{-\phi}-1 .
\end{equation}
Let $\phi(0)=u$. The local conductivity is $\sigma_ge^{-\phi}$, so the excess resistance of half a barrier, in units of $\lambda_D/\sigma_g$ per unit area, is
\begin{equation}
R=\int_0^\infty(e^\phi-1)\,ds
=\int_0^u\frac{e^\phi-1}{\sqrt{2(\phi+e^{-\phi}-1)}}\,d\phi .
\end{equation}

For the capacitance, apply a small voltage $v$ across the half barrier, in the units of $\phi$, at a frequency far below the grain relaxation. The core charge is held fixed. Vacancies outside the most resistive region follow the grain potential, while those inside it are too few to affect the charge. If $\phi_1$ is the change of potential and $g=v-\phi_1$, the density change is $e^{-\phi}g$. Poisson's equation becomes
\begin{equation}
g''=e^{-\phi}g,\qquad g(0)=v,\qquad g(\infty)=0 .
\end{equation}
Differentiating the static equation gives $(\phi')''=e^{-\phi}\phi'$, which has the same form. Hence $g=v\phi'(s)/\phi'(0)$. The capacitance is the change of field at the core per unit voltage, in units of $\varepsilon/\lambda_D$ per unit area:
\begin{equation}
C=-\frac{g'(0)}{v}=-\frac{\phi''(0)}{\phi'(0)}
=\frac{1-e^{-u}}{\sqrt{2(u+e^{-u}-1)}} .
\end{equation}
Two halves in series have resistance $2R$ and capacitance $C/2$, with the same product. Since $RC$ is in units of $\varepsilon/\sigma_g$, comparison with \eqref{eq:pole} gives
\begin{equation}
\frac{\sigma_b}{\sigma_g}=\frac1{RC}\simeq(2u-3)e^{-u}\qquad(u\gg1).
\end{equation}
The last form follows because the integral for $R$ is dominated by $\phi$ near $u$. With $\phi'(0)^2\simeq2(u-1)$, integration by parts gives $R\simeq e^u|\phi'(0)|^{-1}\left[1+1/(2(u-1))\right]$, while $C\simeq1/|\phi'(0)|$. Then $1/(RC)\simeq[2(u-1)-1]e^{-u}$. The resistance comes mainly from a narrow region at the core, but the capacitance measures the whole depletion width. The arc therefore reports an effective conductivity above the core value $\sigma_ge^{-u}$.

For $\sigma_b/\sigma_g=10^{-3}$ at 573 K, the full expressions give $u=9.69$ and a barrier of 0.239 V. The core conductivity is $6.2\times10^{-10}$ S/cm, so the arc value is 16 times larger. Solving the linearised drift-diffusion and Poisson equations at $\omega=\sigma_b/\varepsilon$ gives $R=4174$ and $C=0.2398$, against 4170 and 0.2398 from the formulas.

The equivalent slab has thickness $\delta=2\lambda_D/C$. For $\delta=5.0$ nm this gives $\lambda_D=0.60$ nm and $c=5.7\times10^{19}\ {\rm cm^{-3}}$. The mean vacancy spacing, $c^{-1/3}\simeq2.6$ nm, exceeds the Debye length. The resistive region is narrower still. The local resistivity falls by a factor $e$ over about $\lambda_D/|\phi'(0)|\simeq0.14$ nm, less than the oxygen jump distance of about 0.27 nm in ceria, and the field at the core is about 1.7 MV/cm, an energy change of nearly $2kT$ per jump. Binding of vacancies to acceptors, which matters at this temperature, is also left out. The smooth mean-field description is therefore strained here, and the barrier height, the density, the core conductivity and the factor 16 are only indicative.

\section{Real ceramics and sources of error}

The parameters are rough values in the regime of lightly acceptor-doped ceria near 573 K, where boundaries can be orders of magnitude more resistive than grains. Doping, impurities and processing change both conductivities greatly, so the example does not predict a particular sample. Real grains are neither equal nor cubic, and their boundaries differ. The following effects were sized one at a time, with the other inputs held fixed.

\textbf{Permittivity.} If $\varepsilon_b=0.8\varepsilon_g$ but equality is assumed, the simple formula gives 1.25 times the true conductivity. This is the factor $\varepsilon_g/\varepsilon_b$ in \eqref{eq:extract}, apart from a correction of order $x$.

\textbf{Unequal boundaries.} Let boundary conductivities in series have a log-normal distribution with standard deviation 0.5 in the natural logarithm. The slow arc is then a sum of different relaxations. A two-element fit with residuals taken relative to the impedance modulus gives 0.85 times the median conductivity. Because the arc is no longer a single relaxation, this factor depends on the weighting: equal absolute weights at all frequencies give 0.79. Sideways redistribution of current is neglected in this estimate.

\textbf{Stray capacitance.} A parallel 0.3 pF raises the simple estimate to 1.016 times the true value. About 1.1\% comes from the ratio $0.3/26.7$ and 0.5\% from finite thickness. The error grows as the sample capacitance falls: at one tenth of the electrode area the stray part would be about 11\%. With $\varepsilon_b$ known, $\varepsilon_b/(R_bC_b)$ stays within 0.01\% of the input in the computed case.

\textbf{Electrodes.} An assumed electrode capacitance of 10 $\mu$F has a reactance of 27 $\Omega$ at the boundary apex, negligible beside $R_b$. At 10 Hz it is 1.6 k$\Omega$. The boundary element's own reactance there is about $R_b\times10/599=0.84$ k$\Omega$, so the electrode is visible at the low-frequency end of the spectrum. In this example it changes the conductivity from a two-element fit by less than 0.5\%. A smaller electrode capacitance or a slower boundary arc can make it necessary to add an electrode element or omit the lowest frequencies.

\textbf{Signal amplitude.} With 100 mV across 1000 boundaries in series, each boundary takes 0.083 mV at low frequency. This is far below $kT/2e=24.7$ mV, so the linear treatment of the barrier is justified for equal boundaries.

In this example, uncertainty in the permittivity ratio and variation between boundaries matter more than the thin-boundary approximation. An extracted conductivity should be reported with the assumed $\varepsilon_b/\varepsilon_g$, and read as an effective value if the boundary is a depletion barrier. The remaining computed values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Sample length 1.0 mm, area 1.0 cm2
Grain period 1000 nm, boundary 5.0 nm
Thickness fraction x = 0.0050
Relative permittivity 30, temperature 573 K
Input grain conductivity 1.00e-05 S/cm
Input boundary conductivity 1.00e-08 S/cm
Frequency range 10 Hz to 10 MHz
DC conductivity, field solution 1.6607e-06 S/cm
DC lower and upper bounds 1.6515e-06, 1.6653e-06 S/cm
DC change on finer grid 0.0066 %
Largest error of impedance law 0.50 %
Fitted R_g 10.050 kohm, C_g 26.697 pF
Fitted R_b 50.167 kohm, C_b 5294.7 pF
Grain arc apex 593.2 kHz
Boundary arc apex 599.2 Hz
Boundary conductivity, thin formula 1.0051e-08 S/cm
Same, improved formula 1.0000e-08 S/cm
Apparent value ignoring thickness 1.993e-06 S/cm
Thickness from capacitances and period 5.042 nm
Thicker boundary tested 20 nm
  thin formula 1.0209e-08 S/cm
  improved formula 1.0002e-08 S/cm
Conducting boundary, sigma_b/sigma_g = 100
  true/series-law dc conductivity 1.994
Permittivity ratio eps_b/eps_g 0.8
  estimate/true conductivity 1.254
Stray capacitance 0.3 pF
  estimate/true conductivity 1.016
  same using known permittivity 1.0000
Log-normal spread of sigma_b, ln width 0.5
  estimate/median conductivity 0.849
Barrier energy over kT 9.694
Barrier height 0.239 V
Half-barrier R, quadrature 4170.2, drift-diffusion 4174.1
Half-barrier C, formula 0.23979, drift-diffusion 0.23984
  (R and C above in Debye-length units, dimensionless)
Conductivity at barrier core 6.163e-10 S/cm
Arc value/core value 16.23
Debye length 0.599 nm
Implied vacancy density 5.69e+19 cm^-3
Signal amplitude 100 mV over 1000 boundaries
  per boundary 0.0833 mV, kT/2e 24.69 mV
Electrode capacitance 10 uF
  reactance at boundary apex 26.6 ohm
  reactance at lowest frequency 1592 ohm
\end{verbatim}
